Thermal Voltage and Electron Number Sampled on a 1 fF Gate

**Problem**

A MOS gate with a capacitance C = 1 fF is connected through a switch to a noiseless source of V₀ = 1 V. Everything is at T = 300 K. The switch, which has a resistance R while it conducts, stays closed for many time constants RC and then opens, leaving the gate isolated. The operation is repeated many times, and the gate voltage differs slightly from one repetition to the next. What is the root-mean-square (rms) value of this thermal scatter, and to how many electrons does it correspond?

**A tempting solution**

Charge comes in units of e, so the scatter looks like a problem of counting. At 1 V the gate holds a surplus charge CV₀. One elementary charge changes the gate voltage by

e/C = 0.1602 mV,

so the number of surplus charges is

N₀ = CV₀/e = (1000 mV)/(0.1602 mV) ≈ 6240.

A count of random events with mean N₀ has variance N₀. The rms scatter would then be

√N₀ ≈ 79 electrons,

and the corresponding voltage

79 × 0.1602 mV ≈ 13 mV.

**Where it fails**

The arithmetic is right. The fault is the statement that the variance equals the mean. That is the Poisson rule, and it holds for events that occur independently of one another. The charges on a capacitor connected to a source are not independent. If a few too many have arrived, the gate voltage is above V₀, and this excess voltage drives charge back through the switch. If too few have arrived, the deficit draws more in. At a bias of 1 V, this restoring action keeps the number much closer to its mean than the Poisson rule predicts.

A limiting case exposes the same fault. With V₀ = 0 the mean surplus is zero, and the counting rule predicts no scatter at all. Yet the gate is still connected to a warm resistor, whose electrons move at random and carry charge on and off the gate. The thermal scatter cannot be governed by the mean surplus charge. What governs it is the energy needed to depart from the mean, compared with kT, where k is the Boltzmann constant.

**The energy of a deviation**

Let Q be the charge on the gate. Charging the capacitor takes the work Q²/(2C). The source, in delivering Q at the fixed voltage V₀, gives up the energy QV₀. The energy that matters for the capacitor and source together is therefore

F(Q) = Q²/(2C) − QV₀.

Write the charge as its mean plus a deviation, Q = CV₀ + q. Then

Q²/(2C) = CV₀²/2 + V₀q + q²/(2C),

QV₀ = CV₀² + V₀q.

On subtraction the terms linear in q cancel:

F = −CV₀²/2 + q²/(2C).

The first term is the same for every q and has no effect on probabilities. The cost of a deviation is thus q²/(2C), whatever the bias. This result takes C to be constant over the range of the fluctuation.

**The thermal average**

While the switch conducts, the gate exchanges charge with its surroundings at temperature T. In equilibrium the probability of a deviation q is proportional to exp(−F/kT). Here F is the work of charging at constant temperature, that is, a free energy, so the many microscopic arrangements of the electrons that share one value of q are already accounted for. With the abbreviation s = kTC,

P(q) ∝ exp[−q²/(2s)].

This is a Gaussian centred on q = 0. To find its variance, note that

d/dq exp[−q²/(2s)] = −(q/s) exp[−q²/(2s)].

Multiplying both sides by −sq gives

q² exp[−q²/(2s)] = −s q d/dq exp[−q²/(2s)].

Now integrate over all q, using integration by parts on the right. The boundary term vanishes because the exponential falls faster than q grows, which leaves

∫ q² exp[−q²/(2s)] dq = s ∫ exp[−q²/(2s)] dq.

The ratio of the two integrals is the mean square charge:

⟨q²⟩ = s = kTC.

The voltage deviation is v = q/C, so

⟨v²⟩ = ⟨q²⟩/C² = kT/C.

The three rms quantities are

v_rms = √(kT/C), q_rms = √(kTC), N_rms = √(kTC)/e.

The mean energy of the fluctuation is ⟨q²⟩/(2C) = kT/2, which is 12.93 meV here. It does not depend on C, as long as the charge can be treated as continuous.

**The numbers**

At 300 K the thermal energy is kT = 4.142 × 10⁻²¹ J. Hence

⟨v²⟩ = (4.142 × 10⁻²¹ J)/(10⁻¹⁵ F) = 4.142 × 10⁻⁶ V²,

v_rms = 2.035 mV ≈ 2.0 mV.

The charge is

q_rms = C v_rms = 2.035 × 10⁻¹⁸ C,

and division by e = 1.602 × 10⁻¹⁹ C gives

N_rms = 12.70 ≈ 13 electrons.

As a check of units, 12.70 steps of 0.1602 mV make 2.035 mV.

The answer is a scatter of about 2 mV, or 13 electrons, around a mean surplus of about 6240 elementary charges. It is neither the number stored on the gate nor the number of electrons free to move in it. The distribution is Gaussian, so about two thirds of the samples lie within 2 mV of the mean.

The counting estimate was too large by a factor that can now be written down. The ratio of the two variances is

N₀/N_rms² = (CV₀/e)/(kTC/e²) = eV₀/(kT).

Since kT/e is twice 12.93 mV, or 25.9 mV, this ratio is about 39 at 1 V, and the rms value was too large by √39 ≈ 6.2. At a bias of 25.9 mV the two expressions would agree, but by coincidence: one depends on the bias and the other does not.

**The same result from the resistor**

The resistance R appears nowhere in the answer, although the switch is what carries the noise to the gate. The noise spectrum shows why. A resistor in equilibrium acts as if it had a random voltage source in series, with a mean square voltage 4kTR per hertz, counted over positive frequencies f. The resistor and capacitor form a voltage divider. At angular frequency ω = 2πf the fraction of the noise voltage that appears across the capacitor is

(1/iωC)/(R + 1/iωC) = 1/(1 + iωRC).

Its squared magnitude is 1/[1 + (2πfRC)²]. Summing over frequency,

⟨v²⟩ = 4kTR ∫₀^∞ df/[1 + (2πfRC)²].

Put x = 2πfRC, so that df = dx/(2πRC). The integral of 1/(1 + x²) from zero to infinity is π/2, and therefore

∫₀^∞ df/[1 + (2πfRC)²] = (1/(2πRC))(π/2) = 1/(4RC).

This is the noise bandwidth. The mean square voltage is

⟨v²⟩ = 4kTR × 1/(4RC) = kT/C.

A larger resistance gives more noise per hertz but passes a proportionally narrower band. For R = 10 kΩ the density is 12.87 nV/√Hz and the bandwidth is 25.0 GHz. Their combination is

12.87 nV/√Hz × √(25.0 × 10⁹ Hz) = 2.035 mV.

Numerical integration of the filtered spectrum gives 2.035 mV for R = 1 kΩ and again for R = 100 kΩ.

**How the noise builds up, and why it stays**

The counting argument contained a useful idea, which serves here as a simple model: charge crosses the switch in random single steps. Following those steps shows where the Poisson rule holds and where it stops holding.

Let n = q/e be the deviation in elementary charges. Charge is counted as positive, so n rises by one when an electron leaves the gate; the sign does not affect the variance. Let r₊ and r₋ be the rates of steps that raise and lower n. When the gate is above the source by v = ne/C, Ohm's law gives a net current v/R off the gate, so

r₋ − r₊ = v/(eR) = n/(RC).

A step up costs the energy ev, if the small charging energy e²/(2C) of the step itself is neglected. Thermal equilibrium then requires

r₊/r₋ = exp(−y), y = ev/(kT).

Substituting r₊ = r₋ exp(−y) into Ohm's law gives

r₋ = v/{eR[1 − exp(−y)]}.

The typical y is 2.035 mV divided by 25.9 mV, or 0.08. For such small y the bracket is close to y, and

r₋ ≈ v/(eRy) = kT/(e²R).

To the same leading order r₊ has this value too, so the total rate is r₊ + r₋ ≈ 2kT/(e²R).

In a short time dt a step up changes n² by (n + 1)² − n² = 2n + 1, and a step down changes it by (n − 1)² − n² = −2n + 1. Hence

d⟨n²⟩/dt = ⟨(2n + 1)r₊ + (−2n + 1)r₋⟩
= −2⟨n(r₋ − r₊)⟩ + ⟨r₊ + r₋⟩
= −(2/RC)⟨n²⟩ + 2kT/(e²R).

Suppose the charge is known at t = 0, with n = 0. The mean of n then remains zero, because d⟨n⟩/dt = −⟨n⟩/(RC), and ⟨n²⟩ is the variance. Taking out the common factor,

d⟨n²⟩/dt = −(2/RC)[⟨n²⟩ − kTC/e²].

The bracket decays exponentially from its initial value −kTC/e², so

⟨n²⟩ = (kTC/e²)[1 − exp(−2t/RC)].

For t much shorter than RC the exponential is close to 1 − 2t/RC, and ⟨n²⟩ ≈ 2kTt/(e²R). This is the total step rate multiplied by the time: the variance equals the mean number of steps, as for independent events. The scatter of the net charge is thus that of independent steps until the restoring voltage has had time to act. For t much longer than RC the restoring term balances the random steps, and the variance settles at kTC/e² = 161.4.

This law was tested against a calculation that follows the probability of every n from −100 to 100, starting at n = 0. Its step rates keep both the charging energy of each step and the full dependence on y. The rms numbers after 0.25, 1 and 8 time constants are 7.963, 11.809 and 12.703. The formula gives 7.968, 11.812 and 12.703.

When the switch opens, the steps stop and the last value of n remains. An ideal voltmeter would then show a steady voltage throughout one hold. The 2 mV appears when many holds are compared. Disconnecting the resistor removes the source of further fluctuation, but it does not remove the deviation already stored.

Nor does the opening have to be abrupt. If R rises gradually, while the switch remains in thermal equilibrium, stores no charge of its own, and has an R that does not depend on n, the equation for ⟨n²⟩ still holds with the momentary R. Once ⟨n²⟩ = kTC/e², its right-hand side is zero for any R, and the variance does not change.

**Larger and smaller capacitors**

At fixed temperature the rms voltage falls as 1/√C, while the rms electron number grows as √C. A capacitor of 100 fF has ten times less voltage noise, 0.20 mV, but ten times more charge noise, 127 electrons. Conversely, a target for the thermal voltage fixes a minimum capacitance. For 0.1 mV at 300 K,

C = kT/v_rms² = (4.142 × 10⁻²¹ J)/(10⁻⁸ V²) ≈ 4.1 × 10⁻¹³ F,

or about 410 fF. This requirement concerns one sample and the thermal contribution alone.

For small capacitors the formula eventually fails, because n takes whole values while the derivation integrated over a continuous charge. The replacement of a sum by an integral is good when the probability changes little from one n to the next. The relevant parameter is

e²/(CkT) = 0.0062

at 1 fF, which is small. Summing over whole electrons reproduces the variance kTC/e² to better than one part in 10⁹, both when the mean charge demanded by the source is a whole number of e and when it is 0.3e away from one.

At 1 aF and the same temperature, kTC/e² is only 0.1614, and the formula gives N_rms = 0.402. Take the case in which the demanded charge is a whole number of e. Relative to n = 0, each of the states n = ±1 has the weight

exp[−1/(2 × 0.1614)] = 0.045,

and states further out are negligible. The variance is then

(2 × 0.045)/(1 + 2 × 0.045) ≈ 0.083,

with a square root of 0.29; the full sum gives 0.288. If instead the demanded charge lies halfway between two whole numbers, two neighbouring states are equally likely. Each lies half an electron from the mean, so the rms number is close to 0.5. At 1 aF the formula can therefore err in either direction, depending on the bias. These whole-electron figures assume that equilibrium still holds when the opening switch has reached a resistance far above h/e² ≈ 26 kΩ (h is the Planck constant). When the resistance is comparable with h/e² or lower, the charge on the gate is not sharply confined to whole electrons.

**Beside a real gate**

With an equivalent oxide thickness of 2 nm, a roughly typical value for a thin-oxide transistor, 1 fF corresponds to an area of 0.058 μm², or a square of side 241 nm. This is a small analogue device; a minimum-size gate in an advanced logic process is considerably smaller and has a capacitance well below 1 fF. Even with the full 1 V across the oxide, the field would be 5 MV/cm, below a rough breakdown field of 10 MV/cm. For short holds, the largest departure estimated here arises because the switch is not ideal. A rough overlap capacitance of 0.05 fF between the switch's control electrode and the gate node raises the total capacitance to 1.05 fF and lowers the random voltage by 2.4 %. It also couples the control signal to the gate. If the full 1 V edge acts after the switch has stopped conducting, the voltage shifts by

1 V × 0.05/1.05 = 47.6 mV.

This is 24 times the thermal rms value at 1.05 fF, but it repeats from sample to sample and can in principle be subtracted. It must not be added to the random variance. Charge expelled from the switch's own channel gives a further shift, whose repeatable part is not estimated here. That charge also fluctuates. A slice dx of a channel with capacitance C_ch holds a charge variance kTC_ch dx. If the channel empties quickly toward both ends, the slice at fractional position x (counted from the source side) sends a fraction x of its charge to the gate. The gate's charge variance then gains kTC_ch ∫₀¹ x² dx = kTC_ch/3. In this simple model a rough C_ch = 0.1 fF raises the rms voltage by about 1.7 %, comparable in size and opposite in sign to the overlap effect.

Gate tunnelling also moves the stored voltage. Its current density depends steeply on oxide thickness; a rough 0.1 A/cm² gives 58 pA over this area. During a 1 ns hold the voltage droops by

(58 pA × 1 ns)/(1 fF) = 0.058 mV,

and after 35 ns the droop equals v_rms. In 1 ns the mean number of electrons that tunnel onto the positive gate is 0.058/0.1602 ≈ 0.36. If they tunnel independently and at the same rate in every sample, the Poisson rule does apply to them, and they add a variance of 0.36 to the thermal 161. In a real oxide the rate rises with the gate voltage, so samples that start high are pulled down slightly more than samples that start low, and the added variance is smaller.

Among the changes to the random part estimated here, operating temperature is the largest. At 358 K, with C fixed, the rms voltage rises by the factor √(358/300), or 9.2 %. For a 10 kΩ switch RC is 10 ps, and a tracking time of 100 ps leaves a negligible fraction exp(−20) = 2.1 × 10⁻⁹ of the variance missing. The mean settles more slowly, as exp(−t/RC): a gate that starts at 0 V is still 1 V × exp(−10) = 0.045 mV short of 1 V, a repeatable error of about 2 % of v_rms.

Two further assumptions can be sized. A capacitance that changes with voltage at a rough relative rate of 1 per volt alters the rms voltage only at the level of parts per million, provided C is taken as the differential capacitance dQ/dV at the bias, because a 2 mV fluctuation explores so little of the curve. The change is 2 parts per million if C is strictly linear in voltage; curvature of C contributes at the same order (an exponential C with the same slope gives 1 part per million), and the effect grows as the square of the slope. Quantum theory replaces kT in the thermal spectrum by hf/[exp(hf/kT) − 1], where h is the Planck constant; for the 10 kΩ switch this thermal part alone would give an rms value 0.29 % below the classical one. The zero-point part adds hf/2 to it, and the sum of the two is never less than kT at any frequency. The net quantum effect is therefore an increase, whose size depends on the circuit at very high frequency. For the 10 kΩ switch, with a series inductance between 100 pH and 10 fH as the cutoff, it is 0.02 % to 0.4 % in the rms value; at 1 kΩ and the smallest of these inductances it reaches about 2.6 %.

A single oxide trap gives a useful comparison. If it lies at the channel interface, capturing one electron shifts the transistor's threshold by about e/C = 0.16 mV. This estimate spreads the effect over the whole gate; an unevenly conducting channel can respond more strongly to a trap in a critical place. If the trap is filled half the time, the threshold lies e/(2C) above or below its mean, an rms value of 0.080 mV. Combined with the independent thermal voltage, it gives

√(2.035² + 0.080²) mV = 2.037 mV,

an increase of 0.08 %. In this estimate the trap hardly changes the total scatter, but the two disturbances differ in time: the sampled thermal voltage is frozen during a hold, whereas the trap can still switch and move the threshold between two distinct levels.

The values used here are collected in the numerical output.

Calculated quantities

```
capacitance: 1.00 fF
temperature: 300 K
Boltzmann constant: 1.380649e-23 J/K
elementary charge: 1.602177e-19 C
thermal energy kT: 4.1419e-21 J
mean fluctuation energy kT/2: 12.93 meV
v_rms squared: 4.1419e-06 V^2
RMS VOLTAGE: 2.035 mV
rms charge: 2.0352e-18 C
RMS ELECTRON NUMBER: 12.70
variance of electron number: 161.4
voltage step of one electron e/C: 0.1602 mV
e^2/(C kT): 0.00620
N_rms by Boltzmann quadrature: 12.70
v_rms from spectrum, R = 1 kOhm: 2.035 mV
v_rms from spectrum, R = 100 kOhm: 2.035 mV
N_rms after 0.25 RC: hops 7.963, formula 7.968
N_rms after 1.00 RC: hops 11.809, formula 11.812
N_rms after 8.00 RC: hops 12.703, formula 12.703
1 aF, N_rms: formula 0.402, whole electrons 0.288
switch resistance: 10 kOhm
RC: 10.0 ps
noise density: 12.87 nV/sqrt(Hz)
noise bandwidth 1/(4RC): 25.0 GHz
equivalent oxide thickness: 2.0 nm
gate area: 0.0579 um^2
side of square gate: 241 nm
gate and clock swing: 1.0 V
oxide field, upper bound: 5.0 MV/cm
rms change at 358 K: +9.2 %
overlap capacitance: 0.05 fF
rms voltage change from overlap: -2.4 %
repeatable clock offset: 47.6 mV
tunnelling current density: 0.1 A/cm2
tunnelling current: 58 pA
droop in 1 ns hold: 0.058 mV
hold time for droop = v_rms: 35 ns
capacitance slope: 1.0 per V
rms change from slope: +2.07 ppm
hbar/(RC kT): 0.00255
rms change, Planck thermal part: -0.29 %
tracking time: 100 ps
missing variance fraction: 2.1e-09
rms of one half-filled trap: 0.080 mV
rms change from that trap: +0.08 %
```
